# Poisson ratios above one half in stable cubic crystals: a program that tests the result

```python
"""Poisson ratios of a stable cubic crystal pulled along [110].

Result under test: with K = bulk modulus, M = (C11-C12)/2, G = C44,
  D        = 4/K + 3/M + 9/G
  nu_001   = (6/M - 4/K)/D          (side direction [001])
  nu_1-10  = (9/G - 3/M - 4/K)/D    (side direction [1-10])
and, with A = G/M and x = 4G/(3K),
  nu_001 > 1/2 exactly when A > 1+x,  nu_1-10 < 0 exactly when A > 3-x.
The formulas are compared with linear solves for random crystals and with
direct relaxation of an fcc lattice with a second-moment tight-binding energy.
Energies are in eV, lengths in angstrom, moduli in eV/angstrom^3.
Strains are 6-vectors on an orthonormal basis of symmetric matrices.
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

GPA = sc.e * 1e30 / 1e9            # one eV/angstrom^3 in GPa
EYE = np.eye(3)
rng = np.random.default_rng(7)


def strain_basis(axes):
    p, q, r = axes
    diagonal = [np.outer(v, v) for v in (p, q, r)]
    shear = [(np.outer(v, w) + np.outer(w, v)) / np.sqrt(2)
             for v, w in ((q, r), (p, r), (p, q))]
    return np.array(diagonal + shear)


CUBE = strain_basis(EYE)
N = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)     # pulling direction
SIDE = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)  # [1-10]
TOP = np.array([0.0, 0.0, 1.0])                # [001]
BAR = strain_basis((N, SIDE, TOP))


def dyad(v):
    return np.einsum('kij,i,j->k', CUBE, v, v)


def response(stiff, n, m):
    """Strain along m per unit uniaxial stress along n."""
    return dyad(m) @ np.linalg.solve(stiff, dyad(n))


def poisson(stiff, n, m):
    return -response(stiff, n, m) / response(stiff, n, n)


def cubic(K, M, G):
    c = np.diag([2 * M] * 3 + [2 * G] * 3)
    c[:3, :3] += K - 2 * M / 3
    return c


def nu_formulas(K, M, G):
    D = 4 / K + 3 / M + 9 / G
    return (6 / M - 4 / K) / D, (9 / G - 3 / M - 4 / K) / D


def nu_isotropic(K, G):
    return (3 * K - 2 * G) / (2 * (3 * K + G))


def random_frame():
    return np.linalg.qr(rng.normal(size=(3, 3)))[0].T


# ---- random stable cubic crystals: formulas, thresholds, bound on the mean
both = only_large = 0
for _ in range(600):
    K, M, G = 10 ** rng.uniform(-1, 1, 3)
    c = cubic(K, M, G)
    top, side = poisson(c, N, TOP), poisson(c, N, SIDE)
    assert np.allclose((top, side), nu_formulas(K, M, G), atol=1e-9)
    A, x = G / M, 4 * G / (3 * K)
    assert (top > 0.5) == (A > 1 + x)
    assert (side < 0) == (A > 3 - x)
    assert (top > 0.5 and side < 0) == (A > 2 + abs(x - 1))
    assert -1 < top < 2 and -1 < side < 1
    both += top > 0.5 and side < 0
    only_large += top > 0.5 and side > 0
    n, m, t = random_frame()
    pair_sum = poisson(c, n, m) + poisson(c, n, t)
    young = 1 / response(c, n, n)
    assert abs(pair_sum - (1 - young / (3 * K))) < 1e-9
    assert -1 < pair_sum / 2 < 0.5
    iso = cubic(K, G, G)
    assert abs(poisson(iso, n, m) - nu_isotropic(K, G)) < 1e-9
assert both > 0 and only_large > 0
soft = cubic(1.0, 1e-6, 1.0)
assert np.allclose((poisson(soft, N, TOP), poisson(soft, N, SIDE)),
                   (2, -1), atol=1e-4)

# ---- random stable crystals without symmetry
sum_above_one = 0
for _ in range(600):
    g = rng.normal(size=(6, 6))
    c = g @ g.T + 0.05 * np.eye(6)
    n, m, t = random_frame()
    ratio = response(c, m, m) / response(c, n, n)   # equals E_n/E_m
    assert poisson(c, n, m) ** 2 < ratio
    pair_sum = poisson(c, n, m) + poisson(c, n, t)
    compress = sum(response(c, n, v) for v in EYE)
    assert abs(pair_sum - 1 + compress / response(c, n, n)) < 1e-6
    sum_above_one += pair_sum > 1
assert sum_above_one > 0
compliance = np.diag([1.0, 100.0, 1.0, 1.0, 1.0, 1.0])
compliance[0, 1] = compliance[1, 0] = -9.0
ortho = np.linalg.inv(compliance)
ortho_min = np.linalg.eigvalsh(ortho).min()
ortho_nu = poisson(ortho, EYE[0], EYE[1])
assert ortho_min > 0 and abs(ortho_nu - 9) < 1e-8

# ---- fcc lattice, rounded copper-like parameters
REPULSION, HOPPING = 0.085, 1.2     # eV
P_DECAY, Q_DECAY = 11.0, 2.3        # dimensionless decay rates
R_REF = 2.56                        # angstrom
MASS = 63.5 * sc.atomic_mass        # kg
HALF = np.array([v for v in product(range(-6, 7), repeat=3)
                 if sum(v) % 2 == 0 and np.dot(v, v) <= 40])
SQUARE = (HALF ** 2).sum(1)
SHELLS = HALF[(SQUARE > 0) & (SQUARE <= 10)] / 2.0   # in lattice constants


def repel(r):
    return REPULSION * np.exp(-P_DECAY * (r / R_REF - 1))


def hop2(r):
    return HOPPING ** 2 * np.exp(-2 * Q_DECAY * (r / R_REF - 1))


def energy(cell):
    """Energy per atom; cell maps lattice-constant units to angstrom."""
    r = np.linalg.norm(SHELLS @ cell.T, axis=1)
    return repel(r).sum() - np.sqrt(hop2(r).sum())


def site_energy(cell, u):
    """Energy terms that change when one atom is displaced by u."""
    bonds = SHELLS @ cell.T
    old = hop2(np.linalg.norm(bonds, axis=1))
    d = np.linalg.norm(bonds - u, axis=1)
    new = hop2(d)
    return (2 * repel(d).sum() - np.sqrt(new.sum())
            - np.sqrt(old.sum() - old + new).sum())


def hessian(f, dim, h):
    s = h * np.eye(dim)
    out = np.zeros((dim, dim))
    for i in range(dim):
        for j in range(i, dim):
            out[i, j] = out[j, i] = (f(s[i] + s[j]) - f(s[i] - s[j])
                                     - f(s[j] - s[i]) + f(-s[i] - s[j])
                                     ) / (4 * h * h)
    return out


def free_energy(cell, kelvin):
    """Static energy plus local harmonic vibrations of each atom."""
    springs = np.linalg.eigvalsh(
        hessian(lambda u: site_energy(cell, u), 3, 0.01))
    quantum = sc.hbar * np.sqrt(springs * sc.e * 1e20 / MASS) / sc.e
    kt = sc.k * kelvin / sc.e
    return energy(cell) + kt * np.log(2 * np.sinh(quantum / (2 * kt))).sum()


def lattice_constant(f):
    return brentq(lambda a: f((a + 1e-3) * EYE) - f((a - 1e-3) * EYE),
                  3.4, 3.9, xtol=1e-10)


def strained(a, x, basis):
    return a * (EYE + np.einsum('k,kij->ij', x, basis))


def stiffness(f, a, basis):
    return hessian(lambda x: f(strained(a, x, basis)), 6, 5e-4) / (a**3 / 4)


def moduli(c):
    c11, c12 = c[0, 0], c[0, 1]
    return (c11 + 2 * c12) / 3, (c11 - c12) / 2, c[3, 3] / 2


# site energy against an explicit cluster with one displaced atom
cell_test = 3.6 * (EYE + 0.02 * BAR[0] - 0.01 * BAR[4])
gap2 = ((HALF[:, None] - HALF[None]) ** 2).sum(-1)
linked = (gap2 > 0) & (gap2 <= 10)


def cluster_energy(u):
    pos = HALF / 2.0 @ cell_test.T
    pos[SQUARE == 0] += u
    d = np.linalg.norm(pos[:, None] - pos[None], axis=-1)
    return ((linked * repel(d)).sum()
            - np.sqrt((linked * hop2(d)).sum(1)).sum())


u_test = np.array([0.05, -0.03, 0.08])
brute = cluster_energy(u_test) - cluster_energy(np.zeros(3))
quick = site_energy(cell_test, u_test) - site_energy(cell_test, np.zeros(3))
assert abs(brute - quick) < 1e-9

a0 = lattice_constant(energy)
volume = a0 ** 3 / 4
C = stiffness(energy, a0, CUBE)
K, M, G = moduli(C)
assert np.allclose(C, cubic(K, M, G), atol=1e-4)
assert np.linalg.eigvalsh(C).min() > 0
C_BAR = stiffness(energy, a0, BAR)


def relax(fixed):
    """Minimize the energy over all bar strains not listed in fixed."""
    x = np.zeros(6)
    for k, value in fixed.items():
        x[k] = value
    free = [k for k in range(6) if k not in fixed]
    h = 1e-4
    block = C_BAR[np.ix_(free, free)] * volume
    for _ in range(60):
        slope = np.array([(energy(strained(a0, x + h * np.eye(6)[k], BAR))
                           - energy(strained(a0, x - h * np.eye(6)[k], BAR)))
                          / (2 * h) for k in free])
        x[free] -= np.linalg.solve(block, slope)
    assert np.abs(slope).max() < 1e-8
    return x


nu_top, nu_side = nu_formulas(K, M, G)
h = 5e-4
slopes = (relax({0: h}) - relax({0: -h})) / (2 * h)
relaxed_side, relaxed_top = -slopes[1], -slopes[2]
assert abs(relaxed_top - nu_top) < 1e-3
assert abs(relaxed_side - nu_side) < 1e-3
assert relaxed_top > 0.5 and relaxed_side < 0

parts = 1 / (9 * K), 1 / (12 * M), 1 / (4 * G)
along = parts[0] + parts[1] + parts[2]
across = parts[0] + parts[1] - parts[2]
upward = parts[0] - 2 * parts[1]
assert np.allclose((along, across, upward),
                   [response(C, N, v) for v in (N, SIDE, TOP)], atol=1e-3)
E110 = 1 / along
E001 = 1 / response(C, TOP, TOP)
energy_curve = (energy(strained(a0, relax({0: h}), BAR))
                + energy(strained(a0, relax({0: -h}), BAR))
                - 2 * energy(a0 * EYE)) / (h * h * volume)
assert abs(energy_curve / E110 - 1) < 2e-3

angle = np.arctan(np.sqrt(-nu_side / nu_top))
neutral = np.cos(angle) * SIDE + np.sin(angle) * TOP
assert abs(poisson(C, N, neutral)) < 1e-3
nu_equal_shear = poisson(cubic(K, G, G), N, TOP)
assert 0 < nu_equal_shear < 0.5

# rigidly held [001] side: compliance formula against lattice relaxation
s_nn, s_nm, s_nt = along, across, upward
s_tt = 1 / E001
held = -(s_nm - s_nt ** 2 / s_tt) / (s_nn - s_nt ** 2 / s_tt)
held_relaxed = -(relax({0: h, 2: 0.0})[1]
                 - relax({0: -h, 2: 0.0})[1]) / (2 * h)
assert abs(held - held_relaxed) < 1e-3

# random texture: uniform-strain and uniform-stress averages
G_voigt = (2 * M + 3 * G) / 5
G_reuss = 5 / (2 / M + 3 / G)
stiff_mean = soft_mean = 0.0
for z, w in zip(*np.polynomial.legendre.leggauss(8)):
    for phi in 2 * np.pi * np.arange(16) / 16:
        rho = np.sqrt(1 - z * z)
        v = np.array([rho * np.cos(phi), rho * np.sin(phi), z])
        stiff_mean += w / 32 * (dyad(v) @ C @ dyad(v))
        soft_mean += w / 32 * response(C, v, v)
assert abs(stiff_mean - (K + 4 * G_voigt / 3)) < 1e-3
assert abs(soft_mean - (1 / (9 * K) + 1 / (3 * G_reuss))) < 1e-3

# temperature of use
KELVIN = 400.0


def warm(cell):
    return free_energy(cell, KELVIN)


a_warm = lattice_constant(warm)
C_warm = stiffness(warm, a_warm, CUBE)
K_w, M_w, G_w = moduli(C_warm)
top_w, side_w = poisson(C_warm, N, TOP), poisson(C_warm, N, SIDE)

# wire and finite strain
STRETCH, LENGTH, WIDTH = 0.002, 1000.0, 100.0   # strain, nm, nm
wire = relax({0: STRETCH})
large = relax({0: 0.01})
A, x = G / M, 4 * G / (3 * K)


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


print('random cubic: nu_001>1/2 and nu_1-10<0:', both, 'of 600')
print('random cubic: nu_001>1/2 and nu_1-10>0:', only_large, 'of 600')
print('random triclinic: ratio sum above 1:', sum_above_one, 'of 600')
show('orthotropic example, Poisson ratio', ortho_nu, '', 2)
show('orthotropic example, least stiffness eigenvalue', ortho_min,
     '(model units)', 5)
show('repulsion A', REPULSION, 'eV', 3)
show('hopping xi', HOPPING, 'eV', 2)
show('decay p', P_DECAY, '', 1)
show('decay q', Q_DECAY, '', 1)
show('reference distance', R_REF, 'angstrom', 2)
print('neighbours in five shells:', len(SHELLS))
show('lattice constant', a0, 'angstrom')
show('C11', C[0, 0], 'eV/A^3')
show('C12', C[0, 1], 'eV/A^3')
show('K', K, 'eV/A^3')
show('M=(C11-C12)/2', M, 'eV/A^3')
show('G=C44', G, 'eV/A^3')
show('A=G/M', A, '', 3)
show('x=4G/(3K)', x, '', 3)
show('threshold 1+x', 1 + x, '', 3)
show('threshold 3-x', 3 - x, '', 3)
show('1/(9K)', parts[0], 'A^3/eV')
show('1/(12M)', parts[1], 'A^3/eV')
show('1/(4G)', parts[2], 'A^3/eV')
show('strain per stress along [110]', along, 'A^3/eV')
show('strain per stress along [1-10]', across, 'A^3/eV')
show('strain per stress along [001]', upward, 'A^3/eV')
show('E[110]', E110, 'eV/A^3')
show('E[110] converted', E110 * GPA, 'GPa', 1)
show('nu_001 formula', nu_top)
show('nu_001 relaxed lattice', relaxed_top)
show('nu_1-10 formula', nu_side)
show('nu_1-10 relaxed lattice', relaxed_side)
show('sum of the two ratios', nu_top + nu_side)
show('pair bound sqrt(E110/E001)', np.sqrt(E110 / E001))
show('zero-strain direction, angle from [1-10]', np.degrees(angle), 'deg', 1)
show('Poisson ratio if M is set equal to G', nu_equal_shear)
show('wire strain', 100 * STRETCH, 'percent', 1)
show('wire stress (linear)', E110 * STRETCH * GPA, 'GPa', 3)
show('wire length 1000 nm changes by', LENGTH * wire[0], 'nm', 3)
show('wire width 100 nm [1-10] changes by', WIDTH * wire[1], 'nm')
show('wire height 100 nm [001] changes by', WIDTH * wire[2], 'nm')
show('nu_001 at 0.2 percent stretch', -wire[2] / wire[0])
show('nu_1-10 at 0.2 percent stretch', -wire[1] / wire[0])
show('nu_001 at 1 percent stretch', -large[2] / large[0])
show('nu_1-10 at 1 percent stretch', -large[1] / large[0])
show('temperature of use', KELVIN, 'K', 0)
show('lattice constant at 400 K', a_warm, 'angstrom')
show('K at 400 K', K_w, 'eV/A^3')
show('M at 400 K', M_w, 'eV/A^3')
show('G at 400 K', G_w, 'eV/A^3')
show('nu_001 at 400 K', top_w)
show('nu_1-10 at 400 K', side_w)
show('nu_1-10 with [001] side held rigidly', held)
show('random texture nu, uniform strain', nu_isotropic(K, G_voigt))
show('random texture nu, uniform stress', nu_isotropic(K, G_reuss))
show('atoms within one lattice constant of a side',
     100 * (1 - (1 - 2 * a0 / 10 / WIDTH) ** 2), 'percent', 2)
print('no test failed')
```

Printed output:

```
random cubic: nu_001>1/2 and nu_1-10<0: 113 of 600
random cubic: nu_001>1/2 and nu_1-10>0: 30 of 600
random triclinic: ratio sum above 1: 99 of 600
orthotropic example, Poisson ratio: 9.00
orthotropic example, least stiffness eigenvalue: 0.00992 (model units)
repulsion A: 0.085 eV
hopping xi: 1.20 eV
decay p: 11.0
decay q: 2.3
reference distance: 2.56 angstrom
neighbours in five shells: 78
lattice constant: 3.6255 angstrom
C11: 1.0782 eV/A^3
C12: 0.7615 eV/A^3
K: 0.8671 eV/A^3
M=(C11-C12)/2: 0.1584 eV/A^3
G=C44: 0.5013 eV/A^3
A=G/M: 3.166
x=4G/(3K): 0.771
threshold 1+x: 1.771
threshold 3-x: 2.229
1/(9K): 0.1281 A^3/eV
1/(12M): 0.5262 A^3/eV
1/(4G): 0.4987 A^3/eV
strain per stress along [110]: 1.1531 A^3/eV
strain per stress along [1-10]: 0.1557 A^3/eV
strain per stress along [001]: -0.9243 A^3/eV
E[110]: 0.8673 eV/A^3
E[110] converted: 139.0 GPa
nu_001 formula: 0.8016
nu_001 relaxed lattice: 0.8016
nu_1-10 formula: -0.1350
nu_1-10 relaxed lattice: -0.1350
sum of the two ratios: 0.6666
pair bound sqrt(E110/E001): 1.3916
zero-strain direction, angle from [1-10]: 22.3 deg
Poisson ratio if M is set equal to G: 0.2576
wire strain: 0.2 percent
wire stress (linear): 0.278 GPa
wire length 1000 nm changes by: 2.000 nm
wire width 100 nm [1-10] changes by: 0.0272 nm
wire height 100 nm [001] changes by: -0.1608 nm
nu_001 at 0.2 percent stretch: 0.8041
nu_1-10 at 0.2 percent stretch: -0.1362
nu_001 at 1 percent stretch: 0.8134
nu_1-10 at 1 percent stretch: -0.1416
temperature of use: 400 K
lattice constant at 400 K: 3.6575 angstrom
K at 400 K: 0.7411 eV/A^3
M at 400 K: 0.1506 eV/A^3
G at 400 K: 0.4474 eV/A^3
nu_001 at 400 K: 0.7579
nu_1-10 at 400 K: -0.1143
nu_1-10 with [001] side held rigidly: 0.2945
random texture nu, uniform strain: 0.3158
random texture nu, uniform stress: 0.3596
atoms within one lattice constant of a side: 1.44 percent
no test failed
```
